# Why a Capacitive Discharge Passes from Alpha to Gamma Mode

**Q.** I run a nitrogen discharge between two equal electrodes at 13.56 MHz and a few Torr. As I raise the voltage, the ionization moves from the plasma into the sheaths. Why does one source overtake the other?

**A.** The two sources respond differently to voltage, so begin with the bookkeeping. Plasma electrons supply an ion flux $S$ towards an electrode. This is the alpha source. Each ion that lands releases on average $\gamma$ electrons. The sheath field drives each of these inward, and its avalanche makes on average $K$ new ions, which fall back to the same electrode. The total ion flux $\Gamma$ is therefore

$$\Gamma=S+\gamma K\,\Gamma\quad\Rightarrow\quad \Gamma=\frac{S}{1-\gamma K}.$$

The share of ions made by sheath avalanches is $f=\gamma K$. I place the transition at $f=1/2$, where the sources are equal. With $\gamma=0.05$ that requires $K=0.5/0.05=10$. As $f\to1$, the avalanches sustain themselves and hardly need the plasma electrons.

What remains is how $K$ and $S$ depend on voltage and pressure.

**Q.** Start with $K$. What field does an emitted electron see?

**A.** I take a uniform ion density $n$ in the sheath and no electrons between the electrode and the moving plasma edge. The electron cloud swings rigidly, so with $\theta=\omega t$ the two sheath widths are

$$s_{a,b}=\frac d2(1\mp\sin\theta),$$

where $d$ is the maximum width. At distance $z$ from the electrode, Poisson's equation gives the field strength $E=(en/\varepsilon_0)(s-z)$, if the weaker resistive field of the plasma is left out. Integrating from $0$ to $s$ gives the voltage $ens^2/(2\varepsilon_0)$. The two sheaths oppose each other, so their combined voltage is

$$\frac{en}{2\varepsilon_0}(s_a^2-s_b^2)=\frac{en}{2\varepsilon_0}\,\frac{d^2}{4}(-4\sin\theta)=-V\sin\theta,\qquad V=\frac{end^2}{2\varepsilon_0}.$$

Below, "voltage" means this amplitude $V$; the resistive voltage of the plasma is extra. The field at the electrode is $E_w=ens/\varepsilon_0=2Vs/d^2$, which peaks at $2V/d$. Since $\langle(1-\sin\theta)^2\rangle=3/2$, the mean voltage of one sheath is $V\cdot\frac14\cdot\frac32=\frac38V$.

For the avalanche I use the Townsend law: an electron makes $\alpha=Ap\,e^{-Bp/E}$ ion pairs per unit length at pressure $p$. This assumes that ionization follows the local field. I also hold the field fixed while an avalanche crosses the sheath; letting it change during the crossing shifts the transition voltages tabulated below by less than 0.5%. One electron leaving the electrode becomes $M$ electrons at the sheath edge, with

$$\ln M=\int_0^s Ap\,e^{-Bp/E}\,dz .$$

Put $q=1-z/s$, so that $E=E_wq$ and $dz=-s\,dq$, and then $t=1/q$:

$$\ln M=Aps\int_0^1e^{-\beta/q}dq=Aps\int_1^\infty\frac{e^{-\beta t}}{t^2}dt=Aps\,E_2(\beta),\qquad \beta=\frac{Bp}{E_w}.$$

Here $E_2$ is an exponential integral. Each avalanche makes $M-1$ ions, so $K=\langle M-1\rangle$, averaged over the cycle. I give all phases equal weight, which is a simplification. In the example below an ion moving at the mean speed takes about 68 rf periods to cross the sheath, but only about a quarter of a period between collisions, so its speed partly follows the changing field. More ions then land while the sheath is wide and the gain is high. At the 3 Torr transition this raises $K$ by about half, as much as a 10% higher voltage would, so equal weighting overestimates the transition voltage there.

**Q.** And the alpha source? I think of it as bulk ionization.

**A.** Bulk electrons do it, but mostly at the sheath edge if the density rises steeply into the plasma. Current continuity requires the electrons there to drift at the speed of the edge, $u=(\omega d/2)|\cos\theta|$. In a collisional gas the drift speed is $u=\mu_1E/p$, where $\mu_1$ is mobility times pressure. The field driving the plasma electrons thus satisfies $E/p=u/\mu_1$, and each electron makes

$$\alpha u=Ap\,u\,e^{-B\mu_1/u}$$

ion pairs per second. Within the distance $d$ of the electrode, the layer holding electrons has width $d-s=\frac d2(1+\sin\theta)$. The $\sin\theta$ term averages to zero, because $\theta\to-\theta$ reverses it and leaves $u$ unchanged. Hence

$$S=nR,\qquad R(d)=\frac d2\left\langle Ap\,u\,e^{-B\mu_1/u}\right\rangle .$$

Deeper in the plasma the density is higher. The same current then needs a slower drift and a weaker field. If the displacement current in the plasma is neglected, then at twice the density $nu$ is unchanged, but $u$ is halved and the exponent doubled. For the 3 Torr example this cuts ionization per unit volume to $7.6\times10^{-4}$ of its edge value; including the displacement current gives $9.7\times10^{-4}$. I neglect that interior ionization, and also the edge ions that drift inward. If the density rises linearly and doubles over one sheath width, the interior adds about 28% to the edge source. If doubling takes four sheath widths, the interior adds about 110%, and the edge no longer dominates.

At fixed $d$, $R$ does not contain $V$. Voltage enters the avalanche exponent directly, but enters the alpha rate per ion only through a change of sheath width.

**Q.** The width is not fixed in my reactor. What sets it?

**A.** The ion balance. I need the speed $v$ at which ions leave. Suppose each charge-exchange collision leaves an ion at rest, and free flights have exponentially distributed lengths $\ell$ with mean $\lambda=\lambda_1/p$. With acceleration $a=eE/M_i$ a flight lasts $\sqrt{2\ell/a}$, so the mean duration is

$$\sqrt{\frac2a}\int_0^\infty\sqrt\ell\,e^{-\ell/\lambda}\frac{d\ell}{\lambda}=\sqrt{\frac{2\lambda}{a}}\,\frac{\sqrt\pi}{2}=\sqrt{\frac{\pi\lambda}{2a}} .$$

Dividing $\lambda$ by this time, and using the mean field $3V/(8d)$, gives

$$v=\sqrt{\frac{2a\lambda}{\pi}}=\sqrt{\frac{2e\lambda}{\pi M_i}\,\frac{3V}{8d}} .$$

This speed is typical of the sheath as a whole. At the electrode the mean field is $V/d$ and the ions are about 1.5 times faster. Using the electrode field instead moves the 3 Torr transition only from 341 to about 344 V, but raises the ion flux there by roughly 40%.

With $\Gamma=nv$, the flux balance $nv=nR+\gamma K\,nv$ becomes

$$v\,(1-\gamma K)=R(d).$$

Without secondaries this is $v=R$. Let $b=2B\mu_1/(\omega d)$ be the exponent at the fastest drift, and $c=|\cos\theta|$. Then $R\propto d^2\langle c\,e^{-b/c}\rangle$ and $b\propto1/d$, so

$$\frac{d\ln R}{d\ln d}=2+b\,\frac{\langle e^{-b/c}\rangle}{\langle c\,e^{-b/c}\rangle}\ge 2+b .$$

At 3 Torr $b\approx7$, so $R$ grows at least as fast as about $d^9$. Since $v\propto(V/d)^{1/2}$, a fourfold voltage increase should widen the sheath by about $2^{1/9.5}$, or 8%. Solving $v=R$ directly gives 4.92 mm at 100 V and 5.30 mm at 400 V, also 8%. An alpha sheath in this model therefore keeps nearly the same width while its density and field rise with voltage. That rising field feeds the avalanche.

**Q.** Can you put numbers on my discharge?

**A.** I use rough values for nitrogen: $A=12$ per cm and Torr, $B=342$ V/(cm Torr), $\mu_1=4.2\times10^5$ cm$^2$ Torr/(V s), $\lambda_1=0.005$ cm Torr, $M_i=28$ u and $\gamma=0.05$. At 3 Torr the balance gives the following, with fluxes in $10^{14}$ cm$^{-2}$ s$^{-1}$.

| $f$ | $V$ (V) | $d$ (mm) | alpha | gamma |
|---|---|---|---|---|
| 0.05 | 193 | 5.07 | 0.57 | 0.03 |
| 0.20 | 277 | 5.07 | 0.82 | 0.21 |
| 0.50 | 341 | 4.89 | 0.77 | 0.77 |
| 0.80 | 378 | 4.48 | 0.45 | 1.79 |
| 0.95 | 396 | 3.96 | 0.16 | 3.11 |

Take the middle row. The widest sheath has

$$\beta=\frac{Bpd}{2V}=\frac{342\times3\times0.489}{2\times341.4}=0.73,\qquad Apd=12\times3\times0.489=17.6 .$$

With $E_2(0.73)\approx0.22$ this gives $\ln M\approx3.9$, a peak gain of 50. The cycle average is only $K=10$, because the avalanche is strong for a short time: 86% of its ions come from the quarter cycle around maximum width. Alpha ions have another timing, with 99% from the half cycle around the fastest edge motion. Expansion and retreat contribute equally here, since only the drift speed matters.

For the ions, $\lambda=1.67\times10^{-5}$ m and the mean field is $3\times341.4/(8\times0.00489)=2.62\times10^4$ V/m, so $v=979$ m/s. The alpha rate is $R=489$ m/s, half of $v$, as the balance demands.

As a test of the counting, 12,000 random avalanches at this point gave $K=9.97$. Following the descendants of 400,000 primary ions gave 2.00 ions per primary, against $1/(1-0.5)=2$.

**Q.** The alpha flux falls at high voltage. Does the gamma source suppress it?

**A.** Yes, through the sheath width. Hold $d$ at 4.89 mm and raise the voltage by 10%: $K$ grows by 51%, the ion loss speed by 4.9%, and $R$ not at all. Production now exceeds loss, so the density rises. At given voltage $d\propto n^{-1/2}$, so the sheath becomes thinner. The edge then moves through a smaller distance in the same time, the plasma electrons drift more slowly, and $R$ drops steeply. Between $f=0.5$ and $f=0.95$ the density rises from 1.58 to $2.79\times10^9$ cm$^{-3}$, but the alpha flux falls almost fivefold.

The transition is thus a change of supplier: the avalanche grows, and the adjustment of the sheath turns the alpha source down.

**Q.** Does higher pressure always favour the gamma mode?

**A.** No. Consider the peak gain at fixed voltage, with $x=Bpd/(2V)$. Since $pd=2Vx/B$,

$$\ln M_{\rm peak}=Apd\,E_2(x)=\frac{2AV}{B}\,xE_2(x).$$

For small $x$, $E_2\to1$ and $\ln M_{\rm peak}\to Apd$: the field is ample, but an electron meets too few molecules. For large $x$, $E_2\approx e^{-x}/x$: there are many collisions, but electrons gain too little energy between them. The best case lies between. Using $E_2'=-E_1$ and $E_2=e^{-x}-xE_1$,

$$\frac{d}{dx}(xE_2)=E_2-xE_1=0\quad\Rightarrow\quad e^{-x}=2xE_1(x),\qquad x=0.610,$$

where $xE_2=0.166$. This is the sheath's counterpart of the Paschen optimum.

It also gives a lower bound on voltage. The average $K$ cannot exceed $M_{\rm peak}-1$, so a share $f$ requires $\ln M_{\rm peak}\ge\ln(1+f/\gamma)$, and therefore

$$V\ge\frac{B}{2A\times0.166}\ln\!\left(1+\frac f\gamma\right).$$

For $f=1/2$ the logarithm is $\ln11=2.40$ and $B/A=28.5$ V, so the bound is 206 V at any pressure in this model. The actual transition needs more, because the sheath is near full width for only part of the cycle.

Pressure moves the discharge across this optimum because $d$ changes slowly. The alpha source fixes $E/p$ through $u/\mu_1$, which contains $d$ but not $p$. The remaining pressure factors, $R\propto p$ and $v\propto p^{-1/2}$, are absorbed by a modest change of $d$, since $R$ is so steep: without secondaries at 350 V, $d$ falls only from 6.35 to 3.78 mm between 1 and 30 Torr. Hence $pd$ rises with $p$:

| $p$ (Torr) | $V$ at $f=1/2$ (V) | $d$ (mm) | $x$ |
|---|---|---|---|
| 1 | 415 | 5.91 | 0.24 |
| 2 | 333 | 5.20 | 0.53 |
| 3 | 341 | 4.89 | 0.73 |
| 5 | 385 | 4.55 | 1.01 |
| 10 | 503 | 4.18 | 1.42 |
| 30 | 892 | 3.71 | 2.14 |

The lowest transition voltage among these pressures is at 2 Torr. If you hold the sheath voltage at 350 V and start in the alpha mode, the avalanche share is 0.37 at 1 Torr, 0.59 at 2 Torr, 0.56 at 3 Torr, 0.28 at 5 Torr and 0.05 at 10 Torr. Raising the pressure first promotes the gamma mode and then opposes it.

Two cautions apply at high pressure. First, the table lists sheath voltages. The resistive voltage over the two sheath regions, a quarter cycle out of phase, is about 350 V at 10 Torr and 840 V at 30 Torr, so the applied voltage is clearly higher. Second, the table assumes gas at room temperature. If all the power released in the sheath regions at the listed states became heat at once, steady conduction would imply a rise of roughly 200 K averaged across the sheath and 300 K at its inner edge at 10 Torr, and roughly 600 K and 900 K at 30 Torr, allowing for the growth of nitrogen's heat conductivity with temperature. Those two rows, and the 10 Torr jump below, therefore describe cool gas, as in short pulses, rather than a steady discharge.

**Q.** At higher pressure I sometimes see a sudden jump. Can this balance produce one?

**A.** It can. Follow the ions per unit area, $nd$, while the sheath voltage is held fixed. Their balance is

$$\frac{d(nd)}{dt}=n\,(R+\gamma Kv-v)\equiv nG(d).$$

From $n=2\varepsilon_0V/(ed^2)$ we have $nd=2\varepsilon_0V/(ed)$, whose time derivative is $-n\,\dot d$. Therefore

$$\dot d=-G(d).$$

A steady state has $G=0$. It is stable if $\partial G/\partial d>0$: a sheath that becomes slightly too thin then has $G<0$ and widens again.

Thinning always lowers $R$, which is stabilizing. Its effect on the avalanche depends on the side of the optimum. At small $x$ a thinner sheath gives less gain, and the transition is gradual. At large $x$ a thinner sheath brings the field nearer its optimum and gives more gain. If this outweighs the loss of $R$ and the change in $v$, thinning feeds itself.

The limit of stability is a turning point of the voltage curve. Along the steady states $G(V,d)=0$, so

$$\frac{\partial G}{\partial V}\frac{dV}{dd}+\frac{\partial G}{\partial d}=0,$$

and $dV/dd=0$ where $\partial G/\partial d=0$, provided $\partial G/\partial V\ne0$. No turning point appeared at 1, 2 or 3 Torr over the sampled shares. At 5, 10 and 30 Torr the thick-sheath branch ends near 410, 515 and 897 V, where avalanches already supply 90%, 76% and 64% of the ions. The jump therefore comes after the point $f=1/2$.

At 10 Torr and 499 V there are three steady widths: 0.71, 3.43 and 4.21 mm. The equation for $\dot d$, integrated from 3.80 mm, leads to the widest; from 1.56 mm it leads to the thinnest. The middle state separates them. At 530 V the thick state has gone, and a sheath started at 4.21 mm collapses to 0.67 mm. The density goes from $3.1\times10^9$ cm$^{-3}$ in the thick state at 499 V to $1.3\times10^{11}$ cm$^{-3}$ after the collapse.

In the thin sheath $R$ is negligible, so $\gamma K\approx1$ and $K\approx20$. The lowest voltage at which avalanches alone can satisfy this is 399 V. At 10 Torr the model therefore jumps up near 515 V and returns near 399 V, which is hysteresis.

Your generator may not hold the sheath voltage through such a jump, because the resistive voltage changes too. The amplitude of the electron current at the moving edge is $en\omega d/2=\varepsilon_0\omega V/d$ per unit area, so it rises nearly sixfold at the turning point, and the source and matching network then help to decide the final state.

**Q.** How far should I trust these voltages in a real reactor?

**A.** As estimates that show the mechanism. The 3 Torr example has a sheath of 4.9 mm and a current amplitude of 5.3 mA/cm$^2$ at the transition. The value of $\gamma$ depends on the electrode surface and is poorly known: doubling it lowers the transition from 341 to 288 V.

The assumption most clearly broken is that ionization follows the local field. Electrons leave the sheath with energy still to spend. If each made one further ion pair in the plasma, the transition would fall to 281 V, or 18% lower. The loss of energy in collisions is also not instantaneous: with a rough 2% loss per collision, its rate is only 2.9 times $\omega$ at 3 Torr. At 1 Torr it would be about equal to $\omega$, so the 1 Torr entry is the least secure in that respect. Letting the energy of the plasma electrons lag at this rate lowers that entry by about 7%, but changes the 3 Torr entry by less than 1%.

The Townsend coefficients are normally fitted for roughly 100 to 600 V/(cm Torr). The peak wall field at 3 Torr, 466 V/(cm Torr), lies inside that range. The field driving the alpha source peaks near 50 V/(cm Torr), below it. Doubling the alpha rate moves the transition only to 338 V, because the width adjusts. The change is downward: the sheath becomes thinner, and at this pressure that slightly helps the avalanche. Away from the optimum the voltage is more sensitive. With coefficients fitted for low fields in the alpha source ($A=8.8$ per cm and Torr, $B=275$ V/(cm Torr)), the alpha rate rises 2.4 to 4.7 times, and the transition moves to about 464 V at 1 Torr, 335 V at 3 Torr, 469 V at 10 Torr and 811 V at 30 Torr. After the 10 Torr jump the wall field is 1578 V/(cm Torr), so the thin-sheath numbers are extrapolations.

Three other omissions have these sizes at the 3 Torr transition:

- The resistive field adds 73 V across the electron-filled parts of the two sheath regions. It is continuous at the moving edges, so the electron-free parts add as much again. The sum of 145 V is a quarter cycle out of phase, and the total is $\sqrt{341.4^2+145.5^2}=371$ V, before any drop across the plasma interior. (The total of 349 V in the numerical output counts only the electron-filled parts.) Including this field in the avalanche lowers the transition sheath voltage by 2% at 3 Torr and by 8% at 30 Torr.
- The power released in the sheath regions alone would heat the gas there by roughly 90 K (about 70 K averaged across the sheath, 110 K at its inner edge) if all of it became heat at once. In nitrogen much of it goes first into molecular vibration, so the rise can be smaller. Thinning the gas for the full 90 K, at fixed pressure, gives 333 V.
- Recombination during an ion's sheath transit, with a rough coefficient of $10^{-7}$ cm$^3$/s, removes of order 0.1% of the ions.

The variation of the ion flux within the rf cycle, noted earlier, lowers the 3 Torr transition by roughly a tenth. The shift depends on pressure. If the ion speed at the electrode fully followed the square root of the field, it would be about 19% at 1 Torr (to about 337 V, below the 350 V used in the comparison of shares), 12% at 2 Torr and 4% at 30 Torr. The lowest transition voltage among the listed pressures would stay at 2 Torr. I have not sized the effect of a nonuniform ion density in the sheath. I also treat all ions as N$_2^+$, although from a few Torr upward many may become N$_4^+$ before they land. An ion speed between 0.7 and 1.7 times the one used here moves the transition voltages at 1, 3, 10 and 30 Torr by at most 5%, but a different ion may also have a different $\gamma$. The main values are in the numerical output below. To separate the sources in your reactor, look at the timing within the rf cycle: in this model, avalanche ionization peaks close to the moment when the sheath is widest, and alpha ionization close to the moment when its edge moves fastest. Allow for a delay of the alpha peak at low pressure: with the rough energy loss rate above, the peak during sheath retreat comes about 20° of the rf cycle after the fastest motion at 3 Torr and about 40° after it at 1 Torr, while the peak during expansion is delayed by only about 8° and 15°.

## Calculated quantities

```
Inputs: A=12 /(cm Torr), B=342 V/(cm Torr), gamma=0.05
Inputs: frequency=13.56 MHz, ion mass=28 u
Inputs: mobility*p=4.20e+05 cm2 Torr/(V s), ion path*p=0.005 cm Torr
Transition at 3 Torr: share, V (V), d (mm), n (1e9 cm^-3), alpha, gamma
  (last two: ion supplies in 1e14 cm^-2 s^-1)
  0.05   192.6   5.07   0.829   0.5684   0.0299
  0.20   276.8   5.07   1.189   0.8225   0.2056
  0.50   341.4   4.89   1.581   0.7737   0.7737
  0.80   377.9   4.48   2.078   0.4467   1.7867
  0.95   395.8   3.96   2.793   0.1635   3.1073
Width without secondaries, 3 Torr, 100 V: 4.92 mm
Width without secondaries, 3 Torr, 400 V: 5.30 mm
Half point: K=10.000, random-avalanche K=9.97
Half point: peak gain M=50.1
Half point: ions per primary ion, random lineages=2.00
Half point: ion speed=979 m/s, R=489 m/s
Fixed width, voltage +10%: K multiplied by 1.513
Fixed width, voltage +10%: ion speed multiplied by 1.049
Alpha ionization per volume at doubled plasma density: factor 7.55e-04
Avalanche ions from quarter cycle around widest sheath: 0.859
Alpha ions from half cycle around fastest edge motion: 0.993
Pressure (Torr), V at share 1/2 (V), d (mm), p*d (Torr cm), x, turning V (share)
     1   414.8   5.91   0.59  0.244  none
     2   333.1   5.20   1.04  0.534  none
     3   341.4   4.89   1.47  0.734  none
     5   385.0   4.55   2.28  1.011  410.0 V (0.900)
    10   502.8   4.18   4.18  1.422  514.9 V (0.760)
    30   891.9   3.71  11.14  2.136  896.8 V (0.640)
Share at 350 V on the thick-sheath branch:
  1 Torr: 0.374
  2 Torr: 0.586
  3 Torr: 0.561
  5 Torr: 0.278
  10 Torr: 0.045
Optimum x=0.6101, voltage floor for share 1/2=206.2 V
Minimum voltage of sheath sustained by avalanches alone=398.7 V
10 Torr, 499.4 V: three widths 0.714, 3.428, 4.206 mm
10 Torr, 530.3 V: only width 0.672 mm
10 Torr densities: thick 3.12, after jump 129.7 (1e9 cm^-3)
10 Torr wall E/p after jump: 1578 V/(cm Torr)
Neglected effects at the 3 Torr half point:
  peak wall E/p=466 V/(cm Torr), current=5.27 mA/cm2
  resistive drop=72.6 V; total with sheaths=349.0 V
  gas heating=93 K; V at share 1/2 then 332.9 V
  recombined during sheath transit (1e-7 cm3/s)=7.9e-04
  avalanche transit/rf period=0.068, ion transit/rf period=68
  collision rate/omega=147, energy loss rate/omega (2% loss)=2.9
  one extra ion pair per leaving electron: V=280.8 V
  gamma doubled: V=288.4 V; alpha rate doubled: V=337.6 V
```
